The Landau-Khalatnikov-Fradkin transformation and the gauge logarithms of massless QED

Take massless quenched QED with the model coupling α = 0.5 and look at the dressing function F of the electron propagator at p²/μ² = 10⁻⁴. In Landau gauge, with the two-loop dressing, F is 1.023, close to its free value 1. In the gauge ξ = 3 the one-loop approximation gives −0.219, and adding the terms (αξ)ⁿ one at a time gives 0.531, 0.221, 0.318, 0.294, 0.299. These partial sums approach 0.298, which has a closed form although no diagram beyond two loops was evaluated. With the two-loop Landau-gauge dressing included, F is 0.305. The theorem below accounts for the change from one gauge to the other: the ξ dependence is one known factor in coordinate space.

**Conventions and assumptions**

The metric is Euclidean and ħ = c = 1. Rydberg units are not used: the values in the worked example are dimensionless, and momentum and distance enter them only as p²/μ² and x²μ². The action density is

 ψ̄[γ·(∂ + ieA) + m]ψ + ¼F_μν F_μν + (∂·A)²/(2ξ),

with Hermitian γ_μ, {γ_μ, γ_ν} = 2δ_μν, tr 1 = 4. The propagator is S(x) = ⟨ψ(x)ψ̄(0)⟩ = ∫d^dp/(2π)^d e^{ipx} S(p). For m = 0, S(p) = −i p̸ F/p², with F = 1 for the free field. Further, d = 4 − 2ε, a = α/4π = e²/16π², ν = aξ, L = ln(p²/μ²), and γ without index is Euler's constant. A subscript 0 on e, ξ, A marks bare quantities; μ is the MS-bar scale, related to the dimensional scale μ′ by μ′² = μ²e^γ/4π.

(H1) The regulator is invariant under abelian gauge transformations (dimensional regularization, or a lattice with link variables).
(H2) The gauge-fixing term is the quadratic one above, with ξ ≥ 0.
(H3) For parts B and C, the theory is treated order by order in a, and its divergences are removed by local counterterms.

**Theorem.** Let Δ(x) = ξ₀∫d^dk/(2π)^d e^{ikx}/k⁴.

A. Under H1 and H2, for any mass, with or without fermion loops,

 S(x;ξ₀) = S(x;0) exp{−e₀²[Δ(0) − Δ(x)]}.

B. Under H1 to H3, in MS-bar, ln Z₂(ξ) = ln Z₂(0) − ν/ε, and for x ≠ 0 in d = 4

 S_R(x;ξ) = S_R(x;0) (c x²μ²)^{−ν},  c = e^{2γ}/4.

C. For m = 0, at each order in a,

 F(L;ξ) = e^{νL} R(∂_L, ν) F(L;0),
 R(s,ν) = e^{−2γν} Γ(2+s)Γ(1−s−ν) / [Γ(1−s)Γ(2+s+ν)].

The theorem maps the Landau-gauge propagator on to other gauges. It does not supply F(L;0), which carries logarithms of its own from order a² on and has to be computed.

**Lemma 1 (separation of the longitudinal field).** Write A_μ = A^T_μ + ∂_μλ with ∂·A^T = 0. Then λ is a Gaussian field independent of A^T, with ⟨λ(x)λ(y)⟩ = Δ(x−y), and

 S(x,y|A) = e^{−ie₀λ(x)} S(x,y|A^T) e^{ie₀λ(y)},

where S(x,y|A) is the inverse of D[A] = γ·(∂ + ie₀A) + m.

Proof. Since ∂_μ(e^{ie₀λ}f) = e^{ie₀λ}(∂_μ + ie₀∂_μλ)f, one has D[A] = e^{−ie₀λ} D[A^T] e^{ie₀λ}. Inverting this product gives the stated formula. By H1 the similarity transformation leaves the regulated determinant unchanged, det D[A] = det D[A^T]. The field strength does not contain λ because derivatives commute. The gauge-fixing term contains λ alone, since ∂·A = ∂²λ; in momentum space it is k⁴|λ(k)|²/2ξ₀. The change of variables is linear, so its Jacobian is a constant. After the fermions are integrated out the weight is

 det D[A^T] exp(−¼∫F²[A^T]) × exp(−∫(∂²λ)²/2ξ₀),

a product of a weight for A^T and a Gaussian weight for λ with covariance ξ₀/k⁴. ∎

**Proof of A.** Independence lets the average factorize:

 S(x;ξ₀) = ⟨S(x,0|A^T)⟩ ⟨e^{−ie₀[λ(x)−λ(0)]}⟩.

For a Gaussian variable X of zero mean, ⟨e^{iX}⟩ = e^{−⟨X²⟩/2}. Here ⟨X²⟩ = e₀²[2Δ(0) − 2Δ(x)]. The first factor does not contain ξ₀, and at ξ₀ = 0 the second is 1, so the first factor is S(x;0). The constant mode of λ, on which Δ is infrared divergent, cancels in λ(x) − λ(0). ∎

Remark 1. The exponential is the average of a random phase and is at most 1. No expansion in e₀ was made. The proof fails where Lemma 1 fails: with a sharp cutoff on the fermion momentum, which violates H1 and at one loop shifts F by −aξ/2 for a large cutoff (a cutoff on the photon momentum only truncates Δ and leaves A intact in the quenched theory), and for a non-abelian field, whose action is not invariant under A → A + ∂λ.

Remark 2. On a lattice the proof carries over with links e^{ieA}, forward differences, and k² → Σ_μ(2 − 2cos k_μ). Part A was tested in this form on a periodic 4×4 lattice in two dimensions with Wilson fermions and their determinant, e = 1, m = 0.5 in lattice units, with 6000 fields drawn from the gauge-fixed action at each of ξ = 0.5 and 3. The same random numbers serve both values of ξ, so the transverse fields coincide and the quoted errors are those of the correlated ratio; the determinant enters as a reweighting factor. The constant modes of A, on which this action vanishes, were given a Gaussian weight of unit variance that does not depend on ξ. At separation (1,0), [Δ(0) − Δ(x)]/ξ = 0.06706 predicts the ratio exp(−2.5 × 0.06706) = 0.8457, and the sampled ratio is 0.8454 ± 0.0010. At (2,2) the values are 0.7066 and 0.7051 ± 0.0022.

**Lemma 2 (the exponent).** For 0 < ε < 1,

 Δ(0) − Δ(x) = −ξ₀ Γ(−ε)(πx²)^ε/16π².

Proof. The integral of (1 − cos kx)/k⁴ behaves as ∫dk k^{d−3} at small k and as ∫dk k^{d−5} at large k, so it converges for 2 < d < 4. Insert 1/k⁴ = ∫₀^∞dt t e^{−tk²} and use ∫d^dk/(2π)^d e^{−tk²+ikx} = (4πt)^{−d/2}e^{−x²/4t}. With u = x²/4t,

 [Δ(0) − Δ(x)]/ξ₀ = (4π)^{−d/2}∫dt t^{1−d/2}(1 − e^{−x²/4t}) = (4π)^{−2+ε}(x²/4)^ε ∫₀^∞du u^{−1−ε}(1 − e^{−u}).

Integrating by parts, the boundary term −u^{−ε}(1 − e^{−u})/ε vanishes at both ends for 0 < ε < 1, leaving (1/ε)∫u^{−ε}e^{−u}du = Γ(1−ε)/ε = −Γ(−ε). Finally (4π)^ε4^{−ε} = π^ε. ∎

Subtracting the lemma at two points and using −Γ(−ε) → 1/ε gives, in d = 4, Δ(x₁) − Δ(x₂) = ξ₀ ln(x₂²/x₁²)/16π², a convergent integral that needs no regulator. Direct quadrature confirms the lemma at d = 2.6 and 3.4 and this limit at x₁ = 0.5, x₂ = 2, where it equals 0.0175576 ξ₀.

**Lemma 3 (ν is not renormalized).** e₀²ξ₀ = μ′^{2ε}e²ξ, and Z₃ does not depend on ξ.

Proof. By Lemma 1 the full photon propagator is ⟨A^T A^T⟩ + ξ₀k_μk_ν/k⁴. The transverse part does not contain ξ₀, so Z₃, which makes it finite through A₀ = Z₃^{1/2}A, does not depend on ξ. The longitudinal part of the renormalized propagator is ξ₀/Z₃, so ξ₀ = Z₃ξ. Now put B = e₀A₀ and regard B as an external field to which the quantum field is added. The fermion two-point function is covariant under B → B + ∂θ, ψ → e^{−iθ}ψ, by the argument of Lemma 1. By H3 its divergences are local, so they come in the covariant combination ψ̄γ·(∂ + iB)ψ with one coefficient. This is the Ward identity Z₁ = Z₂; it says that B is not rescaled, e₀A₀ = μ′^ε eA, so e₀² = μ′^{2ε}e²/Z₃. The factors Z₃ cancel in e₀²ξ₀. ∎

**Proof of B.** By Lemmas 2 and 3 the exponent in A is

 E(x) = νΓ(−ε)(πx²μ′²)^ε = νΓ(−ε)(x²μ²e^γ/4)^ε.

With Γ(−ε) = −1/ε − γ + O(ε) and y^ε = 1 + ε ln y + O(ε²),

 E(x) = −ν/ε − νγ − ν ln(x²μ²e^γ/4) + O(ε) = −ν/ε − ν ln(c x²μ²) + O(ε).

Divide A by Z₂(0)e^{−ν/ε}. The right side becomes S_R(x;0) exp[E + ν/ε], finite as ε → 0. The divisor is 1 plus pure poles in ε, and minimal subtraction fixes Z₂ uniquely by these two properties, so it is Z₂(ξ). That finiteness at x ≠ 0 is equivalent to finiteness in momentum space is shown for m = 0 after Lemma 4. ∎

Remark 3. Because e₀²ξ₀ is independent of μ, dν/d ln μ² = −εν. The anomalous dimension γ₂ = d ln Z₂/d ln μ² then obeys γ₂(ξ) = γ₂(0) + aξ: its gauge dependence stops at one loop, and in d = 4 the product aξ does not run even when a does.

**Lemma 4 (Fourier pair).** For 1 − d/2 < s < 1, as distributions,

 −i p̸ (p²)^{s−1} ↔ C_d(s) x̸ (x²)^{−d/2−s},  C_d(s) = 4^s Γ(d/2+s)/[2π^{d/2}Γ(1−s)].

Proof. For 0 < b < d/2 write (p²)^{−b} = Γ(b)⁻¹∫dt t^{b−1}e^{−tp²}. The Gaussian integral and u = x²/4t give the scalar pair

 (p²)^{−b} ↔ T(b)(x²)^{b−d/2},  T(b) = (4π)^{−d/2} 4^{d/2−b} Γ(d/2−b)/Γ(b).

The factor −i p̸ is produced by −∂̸ acting on e^{ipx}, and −∂̸(x²)^{b−d/2} = 2(d/2−b) x̸ (x²)^{b−d/2−1}. Set b = 1 − s, use (d/2−b)Γ(d/2−b) = Γ(d/2+s), and 2·4^{d/2−1+s}(4π)^{−d/2} = 4^s/2π^{d/2}. ∎

At s = 0, d = 4 this is the free propagator x̸/2π²x⁴. Each order of the massless bare F is a sum of powers e^{−nεL}, on which the transform acts as multiplication by C_d(−nε), that is as the operator C_d(∂_L). Since C_d(s) is analytic and nonzero near s = 0, ε = 0, the operator and its inverse are power series in ε and ∂_L. They map an expression free of poles to one free of poles, and commute with ε → 0. This completes the proof of B for m = 0. For m ≠ 0 the constant Z₂ is the same, since MS-bar renormalization constants do not depend on m. The relation m₀ = Z_m m that makes S(x;0)/Z₂(0) finite also makes the right side of A finite after division by Z₂(ξ), so minimal subtraction gives the same Z_m in every gauge, and the second formula of B follows for any m.

**Proof of C.** Take first F(L;0) = e^{sL}. By Lemma 4 in d = 4, S_R(x;0) = C₄(s)μ^{−2s} x̸(x²)^{−2−s}. Part B turns this into

 C₄(s) c^{−ν} μ^{−2(s+ν)} x̸ (x²)^{−2−(s+ν)},

which by Lemma 4 read backwards corresponds to F = c^{−ν}[C₄(s)/C₄(s+ν)] e^{(s+ν)L}. The factor 4^ν in c^{−ν} = 4^νe^{−2γν} cancels the 4^{−ν} in the ratio of the C₄, and what remains is R(s,ν). Part B says nothing at x = 0, but a term supported there is a polynomial in p, and a massless propagator of dimension −1 with logarithmic corrections admits none. At each order F(L;0) is a polynomial in L, and Lⁿ = ∂_sⁿe^{sL} at s = 0. The map is linear, so Lⁿ → ∂_sⁿ[R(s,ν)e^{sL}]e^{νL} at s = 0. Since R(s,ν)e^{sL} = R(∂_L,ν)e^{sL}, with R expanded in its first argument, this equals e^{νL}R(∂_L,ν)Lⁿ. ∎

Remark 4. For a pure power the rule holds as it stands for −1 < s < 1 and −1 < s+ν < 1. At s+ν = 1 the function x̸(x²)^{−3} is too singular to transform; R has a pole there and S(p) ∝ p̸ needs a contact counterterm. For m ≠ 0, S(x;0) is not a sum of powers and C does not apply, although A does. The Gaussian proof needs ξ ≥ 0, but each order is a polynomial in ξ, so C extends to ξ < 0. Numerical Hankel transforms to coordinate space (Abel-summed) and back test R at three points, for example 0.786901964 at s = 0, ν = 0.3, and test the operator form on the input L².

**Corollary 1 (the pure-ξ tower).** The terms aⁿξⁿ sum to e^{νL}R(0,ν), with

 ln R(0,ν) = −ln(1+ν) + 2Σ_{k=3,5,…} ζ_k ν^k/k,  |ν| < 1.

Proof. These terms come from the term 1 in F(L;0), since any other term has powers of a without ξ. Write Γ(2+ν) = (1+ν)Γ(1+ν) and use ln Γ(1−ν) = γν + Σ_{k≥2}ζ_kν^k/k. In ln Γ(1−ν) − ln Γ(1+ν) the even powers cancel and the odd ones double; the term 2γν is cancelled by e^{−2γν}. ∎

The Taylor coefficients of R(0,ν) begin 1, −1, 1, −0.19863, the last being −1 + 2ζ₃/3. The nearest singularity is the pole at ν = 1, and e^{νL} is entire, so the tower converges for |ν| < 1 at any L.

**Lemma 5 (one loop).** In d dimensions the bare F = 1 + a f₁e^{−εL} + … has f₁ = −ξ(1−ε)e^{γε}G(1,1), which vanishes in Landau gauge.

Proof. A convolution is a product in coordinate space, so the scalar pair gives, with l = p − k,

 ∫d^dk/(2π)^d (k²)^{−a₁}(l²)^{−a₂} = T(a₁)T(a₂)/T(a₁+a₂−d/2) · (p²)^{d/2−a₁−a₂},

and the ratio equals (4π)^{−d/2}G(a₁,a₂) with

 G(a₁,a₂) = Γ(d/2−a₁)Γ(d/2−a₂)Γ(a₁+a₂−d/2)/[Γ(a₁)Γ(a₂)Γ(d−a₁−a₂)],

continued analytically in d, so that scaleless integrals vanish. The vertex is −ie₀γ_μ and the photon propagator is D_μν = δ_μν/l² + (ξ−1)l_μl_ν/l⁴. With S = 1/(i p̸ − Σ) and Σ = i p̸σ one has F = 1/(1−σ), and Σ₁ = (−ie₀)²∫γ_μ(−i k̸/k²)γ_νD_μν gives σ₁ = (e₀²/4p²)∫tr[p̸γ_μk̸γ_ν]D_μν/k². Set p² = 1 and use p·k = (k² + 1 − l²)/2. In the δ part, γ_μk̸γ_μ = −(d−2)k̸ yields −(d−2)∫p·k/(k²l²) → −(1−ε)G(1,1). In the ll part, l̸k̸l̸/k² = p̸k̸p̸/k² − 2p̸ + k̸; the last two terms are scaleless, and the first yields ∫p·k/(k²l⁴) → ½[G(1,2) − G(1,1)]. From the definition, G(1,2)/G(1,1) = [Γ(−ε)/Γ(1−ε)]·ε·(1−2ε) = −(1−2ε), so this part is also −(1−ε)G(1,1). The weights 1 and ξ−1 add to ξ. Each loop carries e₀²(4π)^{−d/2}(p²)^{−ε} = a e^{γε}e^{−εL} at this order. ∎

**Corollary 2 (leading towers).** The leading logarithms are (νL)ⁿ/n!. The next-to-leading ones sum to e^{νL}[−ν + N(L)], where N collects the terms a^mL^{m−1} of F(L;0).

Proof. The bare propagator Z₂S_R is independent of μ, so d ln F/d ln μ² = −γ₂. In Landau gauge this integrates to ln F(L;0) = ln A(a(p)) + ∫₀^L γ₂(a)dL′, with A = F(0;0) and a running. By Lemma 5, both ln A and γ₂(0) start at a². Expanding the running coupling in powers of aL gives terms a^mL^j with j ≤ m−1. In C, R = 1 − ν + O(ν², ν∂_L); a factor ν without L costs one logarithm relative to the leading tower, ν² and ν∂_L cost two. ∎

**Corollary 3 (quenched theory).** Without fermion loops Z₃ = 1 and a does not run, so the integral above is elementary: F(L;0) = A(a)e^{s(a)L} with s = γ₂(0). Then

 F(L;ξ) = A(a) R(s,ν) e^{(s+ν)L}.

**Corollary 4 (bare form).** In the quenched theory write F = Σaⁿf_n e^{−nεL}. The nth power of E(x) shifts s = 0 to s = −nε, and C_d(0)/C_d(−nε) = 4^{nε}Γ(2−ε)Γ(1+nε)/Γ(2−ε−nε), so the ξⁿ term of f_n is

 [Γ(−ε)e^{γε}]ⁿ Γ(2−ε)Γ(1+nε)/[n! Γ(2−ε−nε)].

For n = 1 this is Lemma 5, because Γ(−ε)Γ(1+ε) = −Γ(1−ε)Γ(ε). A term linear in ξ in f₂ would be one power of E acting on f₁(ξ=0), which is zero, so f₂ has no such term. Multiplying this series by e^{ν/ε} was tested to cancel the poles and reproduce Corollary 1 through sixth order.

**The two-loop diagrams**

Four vertices and three fermion propagators carry the factor (−ie₀)⁴(−i)³ = ie₀⁴, which gives σ₂ = (e₀⁴/4p²)∫∫tr[…] with a plus sign for both quenched graphs, and f₂ comes from σ₂ + σ₁². Let D₁ = k², D₂ = q², D₃ = (k−p)², D₄ = (q−p)², D₅ = (k−q)². The rainbow graph has fermion momenta k, q, k and photons p−k, k−q; the crossed graph has fermion momenta k, k−q, p−q and photons p−k, q. Each scalar product is linear in the D_i and p², so the traces reduce to integrals J of ΠD_i^{−a_i} with integer a_i. When the five indices are positive, the vanishing of ∫d^dk ∂_k·[(k−q)ΠD_i^{−a_i}], with 2k·(k−q) = D₁+D₅−D₂ and 2(k−p)·(k−q) = D₃+D₅−D₄, gives the triangle rule

 (d − a₁ − a₃ − 2a₅)J = [a₁1⁺(5⁻ − 2⁻) + a₃3⁺(5⁻ − 4⁻)]J,

where i^± shifts a_i by ±1. Each use lowers a₂+a₄+a₅ by one, so it ends with a line removed. The integral is then two nested one-loop integrals with numerators. For a homogeneous numerator P_n(q) of degree n, a Feynman parameter, the shift q = l + xk and the angular average over l give

 ∫d^dq π^{−d/2} P_n(q)(q²)^{−a₁}((q−k)²)^{−a₂} = Σ_r g_r (k²)^{d/2−a₁−a₂+r} (□^rP_n)(k)/(4^r r!),
 g_r = Γ(a₁+a₂−r−d/2)Γ(d/2−a₁+n−r)Γ(d/2−a₂+r)/[Γ(a₁)Γ(a₂)Γ(d−a₁−a₂+n)].

This calculation does not use Lemma 1. At ε = 0.17 the ξ² coefficient of f₂ is 25.53671433 both from the diagrams and from Corollary 4, and the linear coefficient is zero at the working precision of 50 digits; the same holds at ε = 0.31. A Laurent fit near ε = 0 tests B and C: the aξ term of ln F has pole −1/ε and finite part −1, and the a²ξ² term has no pole and finite part 0.5, as ln R(0,ν) = −ν + ν²/2 + … requires.

The Landau term is f₂(0) = c₋₁/ε + c₀ + O(ε), with no double pole and fitted values c₋₁ = 0.75, c₀ = 0.625. Subtracting the pole, e^{−2εL}(c₋₁/ε + c₀) − c₋₁/ε → c₀ − 2c₋₁L, so A = 1 + c₀a² and s = s₂a² with s₂ = −1.5, with corrections of order a³ that are not computed here.

These two numbers fix the three-loop term a³ξ. With ψ here the digamma function, ψ(1) = −γ, ψ(2) = 1 − γ, ψ′(1) = ζ₂, ψ′(2) = ζ₂ − 1,

 ∂_ν ln R at ν = 0: −2γ − ψ(1−s) − ψ(2+s) = −1 + s + O(s²).

The operator linear in ν is therefore L − 1 + ∂_L + O(∂_L²), and on c₀ + s₂L it gives

 (L−1)(c₀ + s₂L) + s₂ = −1.5L² + 2.125L − 2.125.

This was tested at L = 0 and L = 2 (−2.125 and −3.875) against part A applied in d dimensions to the bare two-loop result and then renormalized. It was not compared with three-loop diagrams.

**Worked example**

Both cases use Corollary 3 with the two-loop A and s. Left out are the Landau-gauge terms of order a³, fermion loops and the electron mass; nothing further is dropped in the ξ dependence.

Model case: α = 0.5, ξ = 3, p²/μ² = 10⁻⁴. Then a = 0.0397887, ν = 3a = 0.119366, L = −9.21034, νL = −1.09940. The one-loop value is 1 + νL − ν = 1 − 1.09940 − 0.11937 = −0.21877. It is negative because |νL| > 1, where a single term of the exponential e^{νL} = 0.333070 is a poor guide. The early partial sums oscillate because the dominant terms (νL)ⁿ/n! alternate for L < 0. They converge since ν < 1, to

 R(0,ν)e^{νL} = 0.894590 × 0.333070 = 0.297961,

and the sixth partial sum, 0.298734, lies 0.3% above this limit. The Landau input is s = −1.5a² = −0.00237472, A = 1 + 0.625a² = 1.000989, so F(L;0) = Ae^{sL} = 1.023124. With R(s,ν) = 0.894291,

 F = F(L;0) R(s,ν) e^{νL} = 1.023124 × 0.894291 × 0.333070 = 0.304749,

and the Hankel transform gives the same value. R(s,ν) lies 0.03% below R(0,ν), the size and sign of the cross term sν found above. The omitted terms a³L in ln F are a factor a ≈ 0.04, times a coefficient not computed here, relative to the 2% Landau correction. If that coefficient is ±1, F moves by about 0.1%, between 0.3045 and 0.3050, and F(L;0) between 1.022 and 1.024; the terms of order a⁴ are not computed either. The third digit of F ≈ 0.305 is therefore uncertain by about one unit, and the further digits serve the arithmetic. The coordinate-space factor at xμ = 10 is 0.5933. It falls with distance, which is the phase damping of Remark 1 and the counterpart of the fall of F at small p; it passes 1 at c x²μ² = 1, a point set by the MS-bar scheme and the choice of μ. At shorter distances the renormalized factor exceeds 1 because the bare factor has been divided by e^{−ν/ε}.

Physical coupling: α = 0.00729735, ξ = 1, p²/μ² = 10⁴. Then ν = a = 5.80705 × 10⁻⁴ and νL = 0.00534849. The leading logarithms give 1.00536282, the factor R(0,ν) = 0.99941963 lowers this to 1.00477934, and the one-loop value 1.004768 differs from it by about 10⁻⁵. The Landau factor 0.99999555 brings F to 1.00477487, a relative shift of −4 × 10⁻⁶. Fermion loops can enter F(L;0) at the same order a², so for QED with such loops the quenched number should be read as F ≈ 1.0048, while the exponent ν is unaffected by them, by Remark 3. The coordinate-space factor at xμ = 10 is 0.99746. The full set of values is in the numerical output below.

Computed values

```
lattice 4x4: e=1.0 m=0.5 xi=0.5,3.0 samples=6000 (lattice units)
 x=(1,0): dDelta/xi=0.06706 sampled ratio=0.8454+-0.0010 LKF=0.8457
 x=(2,0): dDelta/xi=0.10069 sampled ratio=0.7769+-0.0018 LKF=0.7774
 x=(2,2): dDelta/xi=0.13889 sampled ratio=0.7051+-0.0022 LKF=0.7066
[Delta(0)-Delta(x)]/xi, |x|=1, d=2.6: quadrature 0.060309561 formula 0.060309561
[Delta(0)-Delta(x)]/xi, |x|=1, d=3.4: quadrature 0.038627552 formula 0.038627552
d=4 [Delta(0.5)-Delta(2.0)]/xi = 0.017557623 (= ln(x2^2/x1^2)/16pi^2)
R(s=0.0,nu=0.3): Hankel 0.786901964 formula 0.786901964
R(s=-0.05,nu=0.25): Hankel 0.796947043 formula 0.796947043
R(s=0.1,nu=-0.3): Hankel 1.364926636 formula 1.364926636
input L^2, nu=0.2, L=1.5: Hankel 4.35505636 operator form 4.35505636
kite integral, d->4: 7.21234142  6 zeta3 = 7.21234142
eps=0.17: f1[xi]=-7.094970189 f2[xi^2] diagrams=25.53671433 LKF=25.53671433
          f2[xi^0]=5.31788118 |f2[xi^1]|=3.4e-49
eps=0.31: f1[xi]=-4.635969324 f2[xi^2] diagrams=10.82941272 LKF=10.82941272
          f2[xi^0]=3.457761386 |f2[xi^1]|=1.2e-49
f1[xi]: 1/eps coeff -1.0  finite -1.0
ln F, a^2 xi^2: |poles| 3.9e-20  finite 0.5
Landau two-loop: c_-1 = 0.75  c_0 = 0.625  s2 = -1.5
a^3 xi term at L=0: d-dim route -2.125 operator form -2.125
a^3 xi term at L=2: d-dim route -3.875 operator form -3.875
a^3 xi term: L^2, L, 1 coefficients -1.5 2.125 -2.125
R(0,nu) Taylor n=0..6: 1.0 -1.0 1.0 -0.1986287 0.1986287 0.2161424 0.1049556
(i) CODATA: alpha=0.00729735256 xi=1 p^2/mu^2=10000 L=9.2103404
  a=0.00058070487 nu=0.00058070487 nu*L=0.0053484895
  s=-5.0582721e-7 A=1.00000021 F(Landau)=0.999995552
  R(0,nu)=0.999419632 R(s,nu)=0.999419632
  leading logs exp(nu L)=1.00536282 pure-xi sum=1.00477934
  pure-xi partial sums n=1..6: 1.004768 1.004779 1.004779 1.004779 1.004779 1.004779
  F(xi)=1.00477487 Hankel check=1.004774868
  x-space factor at x*mu=10: 0.997463621
(ii) model: alpha=0.5 xi=3 p^2/mu^2=0.0001 L=-9.2103404
  a=0.039788736 nu=0.11936621 nu*L=-1.0994034
  s=-0.0023747152 A=1.00098946 F(Landau)=1.02312422
  R(0,nu)=0.894590199 R(s,nu)=0.894291005
  leading logs exp(nu L)=0.333069734 pure-xi sum=0.29796092
  pure-xi partial sums n=1..6: -0.2187696 0.5310542 0.2214409 0.3177718 0.2937223 0.2987336
  F(xi)=0.304749078 Hankel check=0.304749078
  x-space factor at x*mu=10: 0.593317809
```
